# Spin-Orbit Splitting of d-Band States at K in Dichalcogenide Monolayers

## 1. Definitions and conventions

The system is a monolayer transition-metal dichalcogenide in the trigonal prismatic (1H) structure. The metal atoms form a triangular lattice with constant $a$ and vectors $\mathbf R$, with one neighbour along $+x$. A threefold axis along $z$ passes through each metal atom, and the metal plane is a mirror plane. The structure has no inversion centre. The corner of the Brillouin zone used here is $\mathbf K=(4\pi/3a,\,0)$.

Hartree atomic units are used, so $\hbar=1$; energies are quoted in millihartree (mHa). Spin up and down refer to $+z$ and $-z$, and every splitting is signed, $E_\uparrow-E_\downarrow$.

The metal $d$ orbitals with definite $L_z=m$ are

$$|\pm2\rangle=\frac{d_{x^2-y^2}\pm i\,d_{xy}}{\sqrt2},\qquad |\pm1\rangle=\mp\frac{d_{xz}\pm i\,d_{yz}}{\sqrt2},\qquad |0\rangle=d_{z^2}.$$

From each we form a Bloch sum $N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\phi_m(\mathbf r-\mathbf R)$, and the sums are taken as orthonormal. Sections 1 to 7 keep only these metal orbitals; chalcogen admixture is treated in Section 8. At $\mathbf K$ the valence state is taken to be $|2\rangle$ and the conduction state $|0\rangle$, with spinless energies $E_2<E_0$. Neither is degenerate with another orbital state.

The claim is that, to first order in the metal coupling $\lambda$, the valence pair splits by $2\lambda$ and the conduction pair does not split. The restriction to first order matters: at order $\lambda^2$ even a pure $d_{z^2}$ state generally splits.

## 2. The atomic spin-orbit operator

Near a nucleus the electron's potential energy $V(r)$ is nearly spherical, and the coupling is

$$H_{so}=\xi(r)\,\mathbf L\cdot\mathbf S,\qquad \xi(r)=\frac{1}{2c^2}\frac1r\frac{dV}{dr}.$$

All five $d$ orbitals share one radial function $R(r)$. Each matrix element within the shell is therefore a common radial integral times an angular matrix element:

$$H_{so}=\lambda\,\mathbf L\cdot\mathbf S,\qquad \lambda=\int_0^\infty R(r)^2\,\xi(r)\,r^2dr .$$

An attractive potential has $dV/dr>0$, so $\lambda>0$. We keep only elements between orbitals on the same atom. The Bloch phases then cancel, and the operator is the same at every $\mathbf k$.

With $L_\pm=L_x\pm iL_y$ and $S_\pm=S_x\pm iS_y$, multiplying out gives $L_+S_-+L_-S_+=2(L_xS_x+L_yS_y)$. Hence

$$\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12\left(L_+S_-+L_-S_+\right),\qquad L_\pm|m\rangle=\sqrt{6-m(m\pm1)}\;|m\pm1\rangle .$$

The first term preserves $m$ and spin. The others change $m$ by one and flip the spin.

A real orbital $f$ has no mean angular momentum. Since $\mathbf L=-i\,\mathbf r\times\nabla$, the number $\langle f|\mathbf L|f\rangle$ is $-i$ times a real number; since $\mathbf L$ is Hermitian, it is also real. It must vanish. A valence state that was purely $d_{x^2-y^2}$ would thus have no first-order splitting. The complex combination is what matters, and symmetry at $\mathbf K$ supplies it.

## 3. Why $m$ labels the states at K

Let $C$ be the rotation by $2\pi/3$ about a metal atom. It gives $\phi_m(C^{-1}\mathbf r)=e^{-2\pi im/3}\phi_m(\mathbf r)$. Acting on the Bloch sum,

$$\sum_{\mathbf R}e^{i\mathbf K\cdot\mathbf R}\phi_m(C^{-1}\mathbf r-\mathbf R)
=e^{-2\pi im/3}\sum_{\mathbf R}e^{i\mathbf K\cdot\mathbf R}\phi_m(\mathbf r-C\mathbf R).$$

Put $\mathbf R'=C\mathbf R$, so that $\mathbf K\cdot\mathbf R=(C\mathbf K)\cdot\mathbf R'$. Direct rotation gives

$$C\mathbf K-\mathbf K=\left(-\frac{2\pi}{a},\,\frac{2\pi}{\sqrt3\,a}\right).$$

Its products with the lattice vectors $(a,0)$ and $(a/2,\sqrt3a/2)$ are $-2\pi$ and $0$, so it is a reciprocal lattice vector and drops out of the phase. The Bloch sum is an eigenstate of $C$ with eigenvalue $e^{-2\pi im/3}$.

Under $z\to-z$ the orbitals $d_{xz}$ and $d_{yz}$ change sign and the other three do not, so the mirror eigenvalue is $(-1)^m$. The mirror-even states $m=0,2,-2$ have $m$ equal to $0,2,1$ modulo 3. The mirror-odd states $m=1,-1$ have $1,2$. No two states share both eigenvalues.

If $g_m$ is the eigenvalue of a symmetry that commutes with the spinless Hamiltonian $H$, then $(g_m-g_{m'})\langle m|H|m'\rangle=0$. For every pair $m\neq m'$ one of the two symmetries makes the bracket nonzero. In the $d$ space, $H(\mathbf K)$ is therefore diagonal in $m$.

## 4. The levels, and the role of broken inversion

Let $T_{ij}$ be the real hopping element from orbital $j$ on the neighbour at $+a\hat{\mathbf x}$ to orbital $i$ at the origin. Translation and Hermiticity give $T^{T}$ for the opposite bond. Rotation gives the other four nearest-neighbour bonds.

Since $|m\rangle$ only acquires a phase under $C$, the diagonal element $t_m=\langle m|T|m\rangle$ is the same for all three rotated bonds. Their Bloch phases are also equal: $\mathbf K\cdot\mathbf R$ is $4\pi/3$ for the first and $-2\pi/3$ for the other two, which differ by $2\pi$. The opposite bonds contribute the complex conjugates. With on-site energy $e_{|m|}$,

$$E_m=e_{|m|}+6\,\mathrm{Re}\left(e^{4\pi i/3}t_m\right),\qquad e^{4\pi i/3}=-\tfrac12-\tfrac{\sqrt3}{2}i .$$

Write $A=d_{x^2-y^2}$ and $B=d_{xy}$. Then

$$t_{\pm2}=\tfrac12\left[T_{AA}+T_{BB}\pm i(T_{AB}-T_{BA})\right],$$

$$E_{\pm2}=e_2-\tfrac32(T_{AA}+T_{BB})\pm\tfrac{3\sqrt3}{2}(T_{AB}-T_{BA}).$$

The same formula gives $E_{\pm1}$ with $A=d_{xz}$, $B=d_{yz}$ and $e_1$. For $m=0$ it reduces to $E_0=e_0-3T_{00}$.

Inversion about a metal atom would leave every $d$ orbital unchanged and reverse the bond. It would force $T=T^{T}$, and hence $E_m=E_{-m}$. The valence level would then contain both $m=2$ and $m=-2$. At first order $|2,\uparrow\rangle$ and $|-2,\downarrow\rangle$ would rise together by $\lambda$, while the other two states fell by $\lambda$, so each level would keep both spins. More generally, inversion combined with time reversal preserves $\mathbf k$ and squares to $-1$ for spin one-half, which makes every band doubly degenerate. The nondegenerate valence state assumed in Section 1 thus depends on broken inversion.

## 5. First order

At first order we diagonalize $H_{so}$ in the two spin states belonging to one orbital level. The spin-flip terms change $m$ and have no elements there. What remains is $\lambda mS_z$:

$$P_vH_{so}P_v=2\lambda S_z=\lambda\sigma_z,\qquad P_cH_{so}P_c=0 .$$

Here $P_v$ and $P_c$ project on the valence and conduction pairs, and $\sigma_z$ is the Pauli matrix. Therefore

$$\boxed{(E_\uparrow-E_\downarrow)_v=2\lambda,\qquad (E_\uparrow-E_\downarrow)_c=0\quad\text{at first order in }\lambda.}$$

The whole conduction matrix vanishes, so choosing another spin axis cannot produce a splitting. The valence electron carries orbital angular momentum $2$ along $z$, which acts on its spin like a field along $z$; the $d_{z^2}$ electron has no such moment.

Time reversal takes $\mathbf K$ to $-\mathbf K$, $m$ to $-m$ and up to down. The valence splitting at $-\mathbf K$ is therefore $-2\lambda$.

## 6. Beyond first order

Because $H(\mathbf K)$ is diagonal in $m$ and $\mathbf L\cdot\mathbf S$ conserves $m+s_z$, the ten states separate into blocks of size one or two. Those needed here follow from the ladder factors.

- $|2,\uparrow\rangle$ stands alone: neither $m$ nor the spin can be raised. Its energy in this model is exactly $E_2+\lambda$.
- $|2,\downarrow\rangle$, at $E_2-\lambda$, couples to $|1,\uparrow\rangle$, at $E_1+\lambda/2$. The element is $\tfrac12\cdot2\lambda=\lambda$.
- $|0,\uparrow\rangle$, at $E_0$, couples to $|1,\downarrow\rangle$, at $E_1-\lambda/2$. The element is $\tfrac12\sqrt6\,\lambda=\sqrt{3/2}\,\lambda$.
- $|0,\downarrow\rangle$, at $E_0$, couples to $|-1,\uparrow\rangle$, at $E_{-1}-\lambda/2$, with the same element.

A block with diagonal energies $\alpha<\beta$ and coupling $g$ has the lower eigenvalue

$$\frac{\alpha+\beta}{2}-\sqrt{\left(\frac{\beta-\alpha}{2}\right)^2+g^2}\;\approx\;\alpha-\frac{g^2}{\beta-\alpha}\qquad(g\ll\beta-\alpha).$$

Spin labels on the mixed states now mean the dominant spin. For the valence pair, with $E_1>E_2$, only the down state is pushed down, so through second order

$$(E_\uparrow-E_\downarrow)_v\approx2\lambda+\frac{\lambda^2}{E_1-E_2}.$$

For the conduction pair let $\Delta_\pm=E_{\pm1}-E_0>0$. The up state is lowered by $\tfrac32\lambda^2/\Delta_+$ and the down state by $\tfrac32\lambda^2/\Delta_-$, so

$$(E_\uparrow-E_\downarrow)_c\approx\frac32\lambda^2\left(\frac1{\Delta_-}-\frac1{\Delta_+}\right).$$

This vanishes if $E_1=E_{-1}$ and changes sign if the two levels are exchanged. The two spins differ because they are coupled to different orbitals. The formula assumes pure $d$ levels lying above $E_0$. When chalcogen $p$ orbitals mix in, the $m=\pm1$ weight is shared between states above and below $E_0$. Each state then enters with its $d$ weight and its own signed denominator, and the size of the term can change considerably.

The expansion fails when $\Delta_-$ or $\Delta_+$ is not large compared with $\lambda$. Take the extreme case $E_{-1}=E_0$. The block of $|0,\downarrow\rangle$ then has the energies

$$E_0-\frac\lambda4\pm\sqrt{\frac{\lambda^2}{16}+\frac{3\lambda^2}{2}}=E_0-\frac\lambda4\pm\frac{5\lambda}{4},$$

that is, $E_0+\lambda$ and $E_0-\tfrac32\lambda$. The shifts are now linear in $\lambda$. The first-order result for $d_{z^2}$ therefore rests on a wide separation from the $m=\pm1$ levels as well as on $m=0$.

## 7. Worked example

The parameters are round numbers for a five-orbital lattice model and represent no particular material. The on-site energies are $e_0=30$, $e_2=50$ and $e_1=130$ mHa. The hoppings that enter at $\mathbf K$ are $T_{00}=-10$ mHa, $T_{AB}=-T_{BA}=-10$ mHa for the pair $x^2-y^2,\,xy$, and $T_{AB}=-T_{BA}=4$ mHa for the pair $xz,\,yz$. The hoppings $T_{AA}$ and $T_{BB}$ of both pairs are zero. In mHa,

$$E_0=30+30=60,$$

$$E_{\pm2}=50\pm\tfrac{3\sqrt3}{2}(-20)=50\mp51.96,$$

$$E_{\pm1}=130\pm\tfrac{3\sqrt3}{2}(8)=130\pm20.78 .$$

Thus $E_2=-1.96$ mHa is lowest and is taken as filled, and $E_0=60$ mHa is next. This assigns valence and conduction states at $\mathbf K$; it makes no statement about a gap across the zone.

The model also has hoppings of 12 and 15 mHa in magnitude between $d_{z^2}$ and the $x^2-y^2,\,xy$ pair. They cancel at $\mathbf K$, where the off-diagonal elements in the $m$ basis vanish to rounding error. At $\mathbf k=(0.9,0.4)/a$ the largest such element is 25 mHa, so the pure labels belong to $\mathbf K$ and cannot be carried over to a general $\mathbf k$.

For $\lambda=4$ mHa the first-order valence splitting is 8 mHa. With $E_1-E_2=152.75$ mHa, the second-order term adds $16/152.75=0.105$ mHa, giving 8.105 mHa. Full diagonalization gives 8.101 mHa, or 220 meV.

For the conduction state, $\Delta_-=49.215$ mHa and $\Delta_+=90.785$ mHa, so

$$\frac32\cdot16\left(\frac1{49.215}-\frac1{90.785}\right)=0.223\ \text{mHa}.$$

Full diagonalization gives 0.2335 mHa, or 6.4 meV. The second-order value is about 4% below the full one. The next correction comes from the shift $-\lambda/2$ of the upper levels in the denominators. Expanding them gives the third-order term

$$\frac34\lambda^3\left(\frac1{\Delta_-^2}-\frac1{\Delta_+^2}\right)=0.014\ \text{mHa},$$

which brings the sum to 0.237 mHa, slightly above the full value. The terms of fourth and higher order are negative on balance and remove the excess.

The dependence on $\lambda$ separates the two mechanisms. For $\lambda=1,2,4$ mHa the full valence splittings are 2.0065, 4.0257 and 8.1007 mHa, growing each time by a factor slightly above two. The conduction splittings are 0.0142, 0.0573 and 0.2335 mHa, growing each time by a factor slightly above four. At $-\mathbf K$ both splittings reverse sign with unchanged magnitude, as time reversal requires.

## 8. When the conduction state is not pure

Chalcogen $p$ orbitals can enter the conduction state. The three chalcogen columns around a metal atom lie at azimuths $\varphi=30^\circ,150^\circ,270^\circ$ and in-plane distance $a/\sqrt3$. Their Bloch phases $\mathbf K\cdot\boldsymbol\delta$ are $120^\circ,-120^\circ,0^\circ$. Consider mirror-even combinations of the upper and lower $p$ orbitals with projection $\mu$ about their own column. By threefold symmetry their coupling to $d_{z^2}$ varies between the bonds as $e^{i\mu\varphi}$. The total phases are:

- $\mu=0$: $120^\circ,-120^\circ,0^\circ$, with sum zero;
- $\mu=1$: $150^\circ,30^\circ,270^\circ$, with sum zero;
- $\mu=-1$: $90^\circ$ for all three, which add.

The conduction state therefore becomes $\sqrt{1-w}\,|d,0\rangle+\sqrt w\,|p,-1\rangle$, up to a relative phase, where $w$ is the $p$ weight. Its metal part still gives zero at first order. An on-site chalcogen coupling $\lambda_X\mathbf L\cdot\mathbf S$ gives $-w\lambda_XS_z$, hence

$$(E_\uparrow-E_\downarrow)_c=-w\lambda_X\qquad\text{at first order in }\lambda_X .$$

The valence state mixes in the same way. The coupling of $d_m$ to $p_\mu$ varies as $e^{i(\mu-m)\varphi}$, and the three bonds add when $\mu-m\equiv-1$ modulo 3. Thus $m=2$ pairs with $\mu=+1$, and $m=-2$ with $\mu=0$. With $p$ weight $w_v$ the first-order valence splitting is $2\lambda(1-w_v)+w_v\lambda_X$; the value $2\lambda$ of Section 5 is the limit $w_v=0$.

The azimuths are an assumption. The other orientation, $90^\circ,210^\circ,330^\circ$, selects $\mu=+1$ for $d_{z^2}$ and gives $+w\lambda_X$ at the same $\mathbf K$. The sign relative to the valence splitting therefore rests on pairing the azimuths used here with $m=+2$ as the valence state, which symmetry alone does not fix.

As a separate estimate, place the $p$ level at $-100$ mHa and $d_{z^2}$ at 60 mHa, with an in-plane bond coupling of 20 mHa. Since $p_{-1}$ contains $p_x$ and $p_y$ with weight one-half each, the three bonds add to $|W|=3\cdot20/\sqrt2=42.4$ mHa. The upper state of this two-level problem has

$$w=\frac12\left(1-\frac{160}{\sqrt{160^2+4|W|^2}}\right)=0.058 .$$

For $\lambda_X=1$ mHa the splitting is $-0.058$ mHa, opposite in sign to the second-order metal term of Section 7, whose sign was set there by the chosen sign of $T_{AB}-T_{BA}$ for the pair $xz,\,yz$. The two numbers come from different models and should not be added. They show that a small conduction splitting can contain competing contributions, whose net sign depends on the level spacings, the $p$ weight and both atomic couplings. The numerical output below lists the values used.

## Computed values

```
INPUTS (lattice constant 1, bond along +x)
on-site energy z2: 30.0 mHa
on-site energy x2-y2 and xy: 50.0 mHa
on-site energy xz and yz: 130.0 mHa
hopping T[z2,z2]: -10.0 mHa
hopping T[z2,x2-y2]: 15.0 mHa
hopping T[x2-y2,z2]: 15.0 mHa
hopping T[z2,xy]: 12.0 mHa
hopping T[xy,z2]: -12.0 mHa
hopping T[x2-y2,xy]: -10.0 mHa
hopping T[xy,x2-y2]: 10.0 mHa
hopping T[xz,yz]: 4.0 mHa
hopping T[yz,xz]: -4.0 mHa
ORBITAL LEVELS AT K, NO SPIN-ORBIT COUPLING
E(m=+2): -1.962 mHa
E(m=+1): 150.785 mHa
E(m=+0): 60.000 mHa
E(m=-1): 109.215 mHa
E(m=-2): 101.962 mHa
orbital gap E(0)-E(2): 61.962 mHa
largest off-diagonal element at K (m basis): 9.2e-14 mHa
same at k=(0.9,0.4): 25.27 mHa
FULL DIAGONALIZATION, E(up)-E(down) AT K
lam=1 mHa: valence 2.0065 mHa, conduction 0.0142 mHa
lam=2 mHa: valence 4.0257 mHa, conduction 0.0573 mHa
lam=4 mHa: valence 8.1007 mHa, conduction 0.2335 mHa
COMPARISON AT lam = 4 mHa
valence, first order: 8.0000 mHa
valence, through second order: 8.1047 mHa
valence, full: 8.1007 mHa = 220.4 meV
conduction, first order: 0.0000 mHa
E(-1)-E(0): 49.215 mHa
E(+1)-E(0): 90.785 mHa
conduction, second order: 0.2233 mHa
conduction, full: 0.2335 mHa = 6.35 meV
at -K, full: valence -8.1007 mHa, conduction -0.2335 mHa
CHALCOGEN ADMIXTURE IN A SEPARATE d_z2-p MODEL
p energy: -100.0 mHa; chalcogen coupling: 1.0 mHa
bond coupling: in-plane 20.0 mHa, p_z 10.0 mHa
p weight in conduction state: 0.0583 (dimensionless)
orbital projection of p part: -1.000 (units of hbar)
chalcogen splitting E(up)-E(down): -0.0583 mHa
```
